# Nearest-Neighbour d-d Integrals in fcc and Their Two-Centre Constraints: test program

```python
# Nearest-neighbour d-d integrals in fcc, bond R = (1,1,0)a/2.
# Result under test: cubic symmetry, inversion and real orbitals allow six numbers
#   t1=E(xy,xy)  t2=E(yz,yz)=E(zx,zx)  t3=E(yz,zx)
#   t4=E(x2-y2,x2-y2)  t5=E(3z2-r2,3z2-r2)  t6=E(xy,3z2-r2),
# while the axial two-centre form has three (sigma, pi, delta) and requires
#   c1 = t4-t2-t3 = 0,  c2 = 3t5-t1-2(t2-t3) = 0,
#   c3 = t6+(sqrt3/2)(t1-t5) = 0.
# Model: Gaussian d orbitals and attractive Gaussian wells, Hartree atomic units.
import itertools
import numpy as np
from pyscf import gto

distance = 5.0        # nearest-neighbour distance, bohr
alpha = 0.5           # orbital exponent, bohr^-2
beta_well = 0.3       # well exponent, bohr^-2
depth = 5.0           # well depth, hartree
half_a = distance / np.sqrt(2)
R = half_a * np.array([1.0, 1.0, 0.0])
origin = np.zeros(3)
root3 = np.sqrt(3.0)
norm = 4 * alpha * (2 * alpha / np.pi) ** 0.75
# rows v, z, u: the third local axis is the bond
frame = np.array([[-1, 1, 0], [0, 0, np.sqrt(2)], [1, 1, 0]]) / np.sqrt(2)


def d_poly(r):
    """Columns xy, yz, zx, x2-y2, 3z2-r2 with equal normalisation."""
    x, y, z = r.T
    return norm * np.stack([x * y, y * z, z * x, (x*x - y*y) / 2,
                            (2*z*z - x*x - y*y) / (2 * root3)], axis=1)


gh_x, gh_w = np.polynomial.hermite.hermgauss(7)
nodes = np.array(list(itertools.product(gh_x, repeat=3)))
weights = np.array([a * b * c for a, b, c in itertools.product(gh_w, repeat=3)])


def integral(beta, centre, shift=R, axes=np.eye(3), kinetic=False):
    """<d_i(r)| exp(-beta|r-centre|^2) or kinetic energy |d_j(r-shift)>."""
    p = 2 * alpha + beta
    mid = (alpha * shift + beta * centre) / p
    pref = np.exp(-(alpha * shift @ shift + beta * centre @ centre - p * mid @ mid))
    pts = mid + nodes / np.sqrt(p)
    left = d_poly(pts @ axes.T)
    right = d_poly((pts - shift) @ axes.T)
    if kinetic:
        rho2 = np.sum((pts - shift) ** 2, axis=1)
        right = right * (-0.5 * (4 * alpha**2 * rho2 - 14 * alpha))[:, None]
    return left.T @ ((weights * pref / p**1.5)[:, None] * right)


def wells(centres, axes=np.eye(3)):
    return -depth * sum(integral(beta_well, c, axes=axes) for c in centres)


def six(m):
    return np.array([m[0, 0], m[1, 1], m[1, 2], m[3, 3], m[4, 4], m[0, 4]])


def rebuild(t):
    m = np.zeros((5, 5))
    m[0, 0], m[3, 3], m[4, 4] = t[0], t[3], t[4]
    m[1, 1] = m[2, 2] = t[1]
    m[1, 2] = m[2, 1] = t[2]
    m[0, 4] = m[4, 0] = t[5]
    return m


constraints = np.array([[0, -1, -1, 1, 0, 0],
                        [-1, -2, 2, 0, 3, 0],
                        [root3 / 2, 0, 0, 0, -root3 / 2, 1]])


def defects(m):
    return constraints @ six(m)


# ---- representation of rotations on the d shell, found from sampled functions
sample = np.random.default_rng(1).normal(size=(40, 3))


def expand(matrix):
    """Coefficients U with d_i(matrix r) = sum_j d_j(r) U_ji."""
    return np.linalg.lstsq(d_poly(sample), d_poly(sample @ matrix.T), rcond=None)[0]


cubic = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        g = np.zeros((3, 3))
        g[range(3), perm] = signs
        cubic.append(g)
assert len(cubic) == 48
transpose = np.eye(25).reshape(5, 5, 5, 5).transpose(1, 0, 2, 3).reshape(25, 25)


def null_dimension(rows):
    s = np.linalg.svd(np.vstack(rows), compute_uv=False)
    return 25 - int(np.sum(s > 1e-9))


keep_rows, swap_rows = [], []
for g in cubic:
    D = expand(g.T)
    if np.allclose(g @ R, R):
        keep_rows.append(np.kron(D, D) - np.eye(25))
    elif np.allclose(g @ R, -R):
        swap_rows.append(np.kron(D, D) - transpose)
turn = 0.7
local_turn = np.array([[np.cos(turn), -np.sin(turn), 0],
                       [np.sin(turn), np.cos(turn), 0], [0, 0, 1]])
D_axial = expand((frame.T @ local_turn @ frame).T)
axial_rows = [np.kron(D_axial, D_axial) - np.eye(25)]
count_stabiliser = null_dimension(keep_rows)
count_general = null_dimension(keep_rows + swap_rows)
count_axial = null_dimension(keep_rows + swap_rows + axial_rows)
assert (len(keep_rows), count_stabiliser, count_general, count_axial) == (4, 7, 6, 3)

# ---- constraints are exactly the axial subspace
U = expand(frame)
axial_basis = [np.diag(v) for v in ([0, 0, 0, 0, 1.], [0, 1., 1., 0, 0], [1., 0, 0, 1., 0])]
image = np.array([six(U @ b @ U.T) for b in axial_basis]).T
assert np.linalg.matrix_rank(image) == 3
assert np.linalg.matrix_rank(constraints) == 3
assert np.abs(constraints @ image).max() < 1e-12

# ---- overlap and kinetic energy against an independent integral library
S = integral(0.0, origin)
T = integral(0.0, origin, kinetic=True)
mol = gto.M(atom=[['H', tuple(origin)], ['H', tuple(R)]], unit='Bohr',
            basis={'H': [[2, [alpha, 1.0]]]}, verbose=0)
order = [0, 1, 3, 4, 2]
for mine, name in ((S, 'int1e_ovlp'), (T, 'int1e_kin')):
    library = mol.intor(name)[:5, 5:][np.ix_(order, order)]
    assert np.abs(mine - library).max() < 1e-9

# ---- crystal sites around the bond
midpoint = R / 2
sites = [half_a * np.array(n, float) for n in itertools.product(range(-7, 8), repeat=3)
         if sum(n) % 2 == 0]
sites = [s for s in sites if np.linalg.norm(s - midpoint) < 15.0]
common = [s for s in sites if abs(np.linalg.norm(s) - distance) < 1e-8
          and abs(np.linalg.norm(s - R) - distance) < 1e-8]
assert len(common) == 4
H_two = T + wells([origin, R])
H_full = T + wells(sites)
H_common = wells(common)
H_line = wells([-R, 2 * R])

# ---- direct grid check of the full potential matrix
axis = np.arange(-7.0, 7.01, 0.5)
grid = midpoint + np.array(list(itertools.product(axis, repeat=3)))
potential = np.zeros(len(grid))
for s in sites:
    potential -= depth * np.exp(-beta_well * np.sum((grid - s) ** 2, axis=1))
left = d_poly(grid) * np.exp(-alpha * np.sum(grid**2, axis=1))[:, None]
right = d_poly(grid - R) * np.exp(-alpha * np.sum((grid - R)**2, axis=1))[:, None]
V_grid = left.T @ (potential[:, None] * right) * 0.5**3
grid_error = np.abs(V_grid - (H_full - T)).max()
assert grid_error < 1e-8

# ---- six-number form, and all six dimensions reached by actual integrals
for m in (H_two, H_full, H_common, H_line):
    assert np.abs(m - rebuild(six(m))).max() < 1e-12
orbits = {}
for s in sites:
    if np.linalg.norm(s - midpoint) < 10.0:
        key = tuple(np.round(np.abs(frame @ (s - midpoint)), 5))
        orbits.setdefault(key, []).append(s)
vectors = [wells(group).ravel() for group in orbits.values()] + [T.ravel()]
vectors = np.array([v / np.linalg.norm(v) for v in vectors])
singular = np.linalg.svd(vectors, compute_uv=False)
assert singular[5] > 1e-6 * singular[0] and singular[6] < 1e-10 * singular[0]

# ---- two-centre formulas against integrals evaluated in the bond frame
B_two = integral(0.0, origin, axes=frame, kinetic=True) + wells([origin, R], frame)
sigma, pi, delta = B_two[4, 4], B_two[1, 1], B_two[0, 0]
assert np.abs(B_two - np.diag([delta, pi, pi, delta, sigma])).max() < 1e-12
formula = np.array([(3*sigma + delta) / 4, (pi + delta) / 2, (pi - delta) / 2, pi,
                    (sigma + 3*delta) / 4, -root3 * (sigma - delta) / 4])
assert np.abs(formula - six(H_two)).max() < 1e-12
t = six(H_two)
assert np.allclose([(3*t[0] - t[4]) / 2, t[3], t[1] - t[2]], [sigma, pi, delta], atol=1e-12)
assert np.abs(defects(H_two)).max() < 1e-12

# ---- meaning of the defects in the full crystal
B_full = integral(0.0, origin, axes=frame, kinetic=True) + wells(sites, frame)
delta_vz, pi_uz, pi_uv, delta_v2z2, sigma_full = np.diag(B_full)
mixing = B_full[4, 3]
meaning = np.array([pi_uv - pi_uz, 2 * (delta_v2z2 - delta_vz + root3 * mixing), -2 * mixing])
assert np.abs(meaning - defects(H_full)).max() < 1e-12
assert np.abs(defects(H_full)).min() > 1e-6
pi_mean, delta_mean = (pi_uz + pi_uv) / 2, (delta_vz + delta_v2z2) / 2
axial_part = np.diag([delta_mean, pi_mean, pi_mean, delta_mean, sigma_full])
non_axial_share = np.linalg.norm(B_full - axial_part) / np.linalg.norm(B_full)

# ---- collinear third atoms give three-centre integrals without any defect
line_norm = np.linalg.norm(H_line)
assert line_norm > 1e-9
assert np.abs(defects(H_line)).max() < 1e-8 * line_norm

# ---- orthogonalisation of a strictly two-centre nearest-neighbour model
onsite = (integral(0.0, origin, shift=origin, kinetic=True)
          - depth * integral(beta_well, origin, shift=origin))
assert np.abs(onsite - onsite[0, 0] * np.eye(5)).max() < 1e-12
neighbours = {}
for g in cubic:
    D = expand(g.T)
    key = tuple(np.rint(g @ R / half_a).astype(int))
    neighbours[key] = (D @ H_two @ D.T, D @ S @ D.T)
assert len(neighbours) == 12
primitive = half_a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)


def orthogonal_hopping(mesh):
    total, smallest = np.zeros((5, 5), complex), np.inf
    for n in itertools.product(range(mesh), repeat=3):
        k = np.linalg.solve(primitive, 2 * np.pi * np.array(n) / mesh)
        Hk, Sk = onsite.astype(complex), np.eye(5, dtype=complex)
        for key, (h, s) in neighbours.items():
            phase = np.exp(1j * half_a * (k @ np.array(key)))
            Hk = Hk + phase * h
            Sk = Sk + phase * s
        val, vec = np.linalg.eigh(Sk)
        smallest = min(smallest, val[0])
        assert val[0] > 0
        inv_root = (vec / np.sqrt(val)) @ vec.conj().T
        total += inv_root @ Hk @ inv_root * np.exp(-1j * (k @ R))
    return total / mesh**3, smallest


H_orth, overlap_min = orthogonal_hopping(10)
H_coarse, _ = orthogonal_hopping(8)
mesh_change = np.abs(H_orth - H_coarse).max()
assert np.abs(H_orth.imag).max() < 1e-10
H_orth = H_orth.real
assert np.abs(H_orth - rebuild(six(H_orth))).max() < 1e-10
assert np.abs(defects(H_orth)).max() > max(1e-5, 10 * mesh_change)

# ---- output
print(f"nearest-neighbour distance: {distance:.1f} bohr")
print(f"orbital exponent: {alpha:.1f} bohr^-2; well exponent: {beta_well:.1f} bohr^-2")
print(f"well depth: {depth:.1f} hartree")
print(f"operations fixing the bond vector: {len(keep_rows)}")
print(f"free numbers, these operations only: {count_stabiliser}")
print(f"free numbers, with bond reversal and hermiticity: {count_general}")
print(f"free numbers, with axial symmetry: {count_axial}")
print(f"rank of the three constraints: {np.linalg.matrix_rank(constraints)}")
print(f"sixth/first singular value of actual integrals: {singular[5]/singular[0]:.2e}")
print(f"two-centre sigma, pi, delta (hartree): {sigma:.6f} {pi:.6f} {delta:.6f}")
print("integral: two-centre, full crystal (hartree)")
labels = ["t1 xy,xy", "t2 yz,yz", "t3 yz,zx", "t4 x2-y2,x2-y2",
          "t5 3z2-r2,3z2-r2", "t6 xy,3z2-r2"]
for label, a, b in zip(labels, six(H_two), six(H_full)):
    print(f"  {label}: {a:.6f} {b:.6f}")
print(f"largest two-centre defect: {np.abs(defects(H_two)).max():.1e} hartree")
for label, m in (("full crystal", H_full), ("four common neighbours", H_common),
                 ("orthogonalised two-centre model", H_orth)):
    c = defects(m)
    print(f"c1, c2, c3, {label} (hartree): {c[0]:.6f} {c[1]:.6f} {c[2]:.6f}")
print(f"full crystal sigma: {sigma_full:.6f} hartree")
print(f"full crystal pi(uv), pi(uz): {pi_uv:.6f} {pi_uz:.6f} hartree")
print(f"full crystal delta(v2-z2), delta(vz): {delta_v2z2:.6f} {delta_vz:.6f} hartree")
print(f"full crystal sigma-delta mixing M: {mixing:.6f} hartree")
print(f"non-axial share of matrix norm: {100*non_axial_share:.2f} percent")
print(f"collinear atoms, norm of contribution: {line_norm:.2e} hartree")
print(f"collinear atoms, largest defect: {np.abs(defects(H_line)).max():.1e} hartree")
print(f"smallest overlap eigenvalue on k mesh: {overlap_min:.4f}")
print(f"hopping change, k mesh 8 to 10 per axis: {mesh_change:.1e} hartree")
print(f"largest grid-check difference: {grid_error:.1e} hartree")
print("done: every assertion held")
```

Output:

```
nearest-neighbour distance: 5.0 bohr
orbital exponent: 0.5 bohr^-2; well exponent: 0.3 bohr^-2
well depth: 5.0 hartree
operations fixing the bond vector: 4
free numbers, these operations only: 7
free numbers, with bond reversal and hermiticity: 6
free numbers, with axial symmetry: 3
rank of the three constraints: 3
sixth/first singular value of actual integrals: 2.66e-02
two-centre sigma, pi, delta (hartree): -0.120382 0.044664 -0.004476
integral: two-centre, full crystal (hartree)
  t1 xy,xy: -0.091406 -0.100798
  t2 yz,yz: 0.020094 0.023890
  t3 yz,zx: 0.024570 0.029461
  t4 x2-y2,x2-y2: 0.044664 0.051214
  t5 3z2-r2,3z2-r2: -0.033453 -0.036565
  t6 xy,3z2-r2: 0.050189 0.054602
largest two-centre defect: 6.9e-17 hartree
c1, c2, c3, full crystal (hartree): -0.002137 0.002244 -0.001025
c1, c2, c3, four common neighbours (hartree): -0.002687 0.002815 -0.001317
c1, c2, c3, orthogonalised two-centre model (hartree): 0.000494 0.004760 0.001782
full crystal sigma: -0.132027 hartree
full crystal pi(uv), pi(uz): 0.051214 0.053351 hartree
full crystal delta(v2-z2), delta(vz): -0.005337 -0.005571 hartree
full crystal sigma-delta mixing M: 0.000513 hartree
non-axial share of matrix norm: 1.11 percent
collinear atoms, norm of contribution: 3.06e-07 hartree
collinear atoms, largest defect: 5.3e-22 hartree
smallest overlap eigenvalue on k mesh: 0.7872
hopping change, k mesh 8 to 10 per axis: 1.0e-08 hartree
largest grid-check difference: 3.2e-13 hartree
done: every assertion held
```
